Why norm-conserving PAW data still need one-centre terms

**Q:** I am setting up GW and Bethe-Salpeter calculations with norm-conserving PAW data. The overlap operator is S = 1, so the pseudo orbitals are orthonormal like the true ones. I conclude that their products are as good as the true products, and that I can drop the one-centre terms. What would I lose?

**A:** Start with what S = 1 tells you. Take one atom with a sphere of radius r_c, a frozen core and real partial waves

φ_i = u_i(r) Y_i/r, φ̃_i = ũ_i(r) Y_i/r,

where Y_i is a real spherical harmonic, and u_i = ũ_i outside the sphere. The true orbital is

ψ = ψ̃ + Σ_i (φ_i − φ̃_i) c_i, c_i = ⟨p_i|ψ̃⟩,

with projectors p_i. Assume that the partial waves are complete for the orbitals considered, so inside the sphere ψ̃ = Σ_i c_i φ̃_i and ψ = Σ_i c_i φ_i. For two orbitals ψ and ψ′, the sphere part of the overlap is then

⟨ψ|ψ′⟩_in = Σ_ij c_i c_j′ ⟨φ_i|φ_j⟩_in
= Σ_ij c_i c_j′ (⟨φ̃_i|φ̃_j⟩_in + q_ij)
= ⟨ψ̃|ψ̃′⟩_in + Σ_ij c_i c_j′ q_ij.

Outside, the true and pseudo orbitals agree. Hence

S = 1 + Σ_ij |p_i⟩ q_ij ⟨p_j|,
q_ij = δ(l_i,l_j) δ(m_i,m_j) ∫₀^{r_c} (u_i u_j − ũ_i ũ_j) dr.

The Kronecker deltas come from the orthogonality of the spherical harmonics. Setting q_ij = 0 fixes one radial integral for each pair in the same angular channel. It does not make the integrands equal.

**Q:** Is it enough that each partial wave has the right norm?

**A:** No. With two waves in one channel, q_12 must vanish too. I will use a fluorine atom for numbers: spherical, spin-restricted, configuration 1s²2s²2p⁵, in the exchange-only local-density approximation. This level leaves out correlation, spin polarization, multiplets and relativity. It supplies a common reference for true and pseudo waves, not a prediction of experiment. The radial equations are solved self-consistently with spectral elements, that is, high-order polynomials on successive radial intervals.

Each pseudo wave inside r_c = 1.3 bohr is r^(l+1) times an even polynomial with nine coefficients. It matches the value and first three derivatives of u at r_c, has the same norm inside, and otherwise minimizes ∫(ũ″)² dr. For the s channel I add a second wave, the solution in the same potential at an energy of +1 hartree, with unit norm inside the sphere. Signs are fixed by taking the valence waves and this second wave positive at r_c, and 1s positive; the sign of q_12 follows this choice.

If only the two separate norms are conserved, q_12 = −0.00401. For the sphere function 0.8 φ̃_1 + 0.6 φ̃_2, reconstruction changes the norm by

2 × 0.8 × 0.6 × (−0.00401) = −0.00385.

Imposing the overlap of the two waves as a further condition removes this change. From here on, the waves are the bound 2s and 2p waves, with their norms conserved.

**Q:** Then the charge in the sphere is right. Which part of a 2s-2p product can still be wrong?

**A:** Its dipole, for instance. Write the radial pair density and its error as

ρ = u_i u_j, ρ̃ = ũ_i ũ_j, Q = ρ − ρ̃.

Q vanishes outside the sphere. The product Y_i Y_j can contain only multipoles L between |l_i − l_j| and l_i + l_j, in steps of two. The corresponding moment error is

m_L = ∫₀^{r_c} r^L Q dr.

For an s-p pair, only L = 1 occurs. Its overlap is zero by angular symmetry for any radial functions, so norm conservation places no condition on this pair density as such. For a p-p pair, L = 2 occurs, and L = 0 as well if both orbitals have the same m; norm conservation fixes m_0 alone.

In fluorine, the radial dipole d = ∫r u_2s u_2p dr is 1.0288 bohr with the true waves and 1.0533 bohr with the pseudo waves. Thus m_1 = −0.0245 bohr. For the 2p density, ⟨r²⟩ is 1.680 bohr² with the true wave and 1.734 bohr² with the pseudo wave, although both have the same norm.

**Q:** Does a dipole error matter in the optical limit? I thought the sphere corrections concerned short wavelengths.

**A:** It matters at leading order. A polarizability contains matrix elements of exp(−i**q**·**r**), whose expansion is

exp(−i**q**·**r**) = 4π Σ_LM (−i)^L j_L(qr) Y_LM(q̂) Y_LM(r̂).

The radial factor in a matrix element is therefore

R_L(q) = ∫₀^∞ j_L(qr) ρ(r) dr.

For small x, j_0(x) = 1 − x²/6 + … and j_1(x) = x/3 + …. With the error defined as pseudo minus true,

ΔR_0 = −(q²/6) Δ⟨r²⟩ + …,
ΔR_1 = (q/3) Δd + ….

The constant term in ΔR_0 is absent because the norm is conserved. That is the benefit of q_ij = 0. For L = 1, however, the true matrix element itself begins as qd/3. Its relative error, Δd/d, does not vanish as q → 0.

Here Δd/d = 0.0245/1.0288 = 2.4 %. The independent-particle polarizability contains the square of the dipole. At fixed energies and occupations, the pseudo waves overestimate the 2s → 2p contribution by the factor

(1.05325/1.02875)² = 1.048.

This is a statement about one transition, not about the whole polarizability. The size also depends on how the pseudo waves are built: a Troullier-Martins construction at the same radius gives a dipole error of about 0.012 bohr, half as large but still of leading order in q.

**Q:** Could I avoid the problem by using velocity matrix elements, including the commutator with the nonlocal potential?

**A:** Not if you use the pseudo Hamiltonian H̃ and pseudo orbitals alone. With S = 1, H̃ψ̃_n = ε_n ψ̃_n. For bound states,

⟨ψ̃_n|[**r**,H̃]|ψ̃_m⟩
= ⟨ψ̃_n|**r**H̃|ψ̃_m⟩ − ⟨ψ̃_n|H̃**r**|ψ̃_m⟩
= (ε_m − ε_n) ⟨ψ̃_n|**r**|ψ̃_m⟩.

The nonlocal commutator makes the velocity result consistent with the pseudo dipole. It does not turn that dipole into the true one.

**Q:** What happens away from small q?

**A:** The shape of the density enters directly. For the 2p-2p monopole, the true and pseudo values are 0.774 and 0.765 at q = 1 bohr⁻¹. At q = 4 bohr⁻¹ they are 0.086 and 0.025. For this multipole, equal norms guarantee agreement only at q = 0, and the pseudo value has lost about 71 % of the true one by q = 4 bohr⁻¹.

For the 2s-2p dipole component at q = 8 bohr⁻¹, the values are −0.0048 and +0.0020. Both are small, but they have opposite signs. A larger plane-wave cutoff resolves the pseudo density more fully; it cannot add structure that the pseudo density lacks.

**Q:** Suppose I add compensation charges with the correct multipoles. Does that repair the Coulomb integrals?

**A:** It repairs the interaction with charge outside the sphere, but not the interaction within it. The multipole expansion of the Coulomb interaction is

1/|**r** − **r**′| = Σ_LM [4π/(2L+1)] (r_<^L/r_>^(L+1)) Y_LM(r̂) Y_LM(r̂′),

where r_< and r_> are the smaller and larger radius. Define the radial integral

I_L[a,b] = ∬ a(r) b(r′) r_<^L/r_>^(L+1) dr dr′,

and abbreviate I_L[a,a] as I_L[a]. Since ρ = ρ̃ + Q,

I_L[ρ] − I_L[ρ̃] = 2I_L[ρ̃,Q] + I_L[Q].

If both densities are cut off at r_c, the same algebra gives

I_L[ρ_in] − I_L[ρ̃_in] = 2I_L[ρ̃_in,Q] + I_L[Q].

Subtract the second line from the first. What the sphere terms miss is

2I_L[ρ̃_out,Q] = 2m_L ∫_{r_c}^∞ ρ(r) r^(−L−1) dr.

The last step uses r > r′ and ρ̃_out = ρ_out. For L = 0, norm conservation makes this vanish. For L ≥ 1 it generally does not.

Now choose a density g_L inside the sphere with ∫r^L g_L dr = 1, and replace ρ̃ by

ρ̄ = ρ̃ + m_L g_L.

The remaining error ρ − ρ̄ has zero L-th moment, so its interaction with the outside vanishes:

I_L[ρ] = I_L[ρ̄] + {I_L[ρ_in] − I_L[ρ̄_in]}.

The braces are the one-centre correction. For L = 0 and conserved norm, m_0 = 0 and ρ̄ = ρ̃. The compensation charge has disappeared, but the braces have not: two densities of equal charge and different shape generally have different Coulomb energies.

**Q:** How large are the braces in your atom?

**A:** For the 2p monopole integral F⁰ = I_0[u_2p²], in hartree,

0.8059 + 0.0387 = 0.8445,

where the terms are the pseudo integral, the one-centre correction and the true integral; the last digit reflects rounding. No compensation charge is involved. For the 2s monopole integral the correction has the other sign: 0.9101 − 0.0095 = 0.9006 hartree. The error is therefore not a common scale factor.

The self-repulsion of a 2p_z density also contains the quadrupole integral F² = I_2[u_2p²]. From

Y_10² = [Y_00 + (2/√5) Y_20]/√(4π),

the L = 2 weight is (4π/5)(1/4π)(4/5) = 4/25. Thus, in hartree,

true: 0.8445 + (4/25) × 0.3685 = 0.9035,
pseudo: 0.8059 + (4/25) × 0.3905 = 0.8683.

The sums were formed from the unrounded integrals, so the last digit reflects rounding. The pseudo value is too small by 0.035 hartree, or 0.96 eV.

**Q:** And exchange? That is what enters my self-energy and my electron-hole kernel.

**A:** Consider the exchange integral between 2s and 2p_z. Its pair density has the angular factor Y_00 Y_10 = Y_10/√(4π), so

K = [4π/(2×1+1)] × (1/4π) × G¹ = G¹/3,

with G¹ = I_1[u_2s u_2p]. The results are

pseudo: K = 0.1834 hartree = 4.99 eV,
pseudo with dipole compensation: K = 0.1701 hartree = 4.63 eV,
true: K = 0.1734 hartree = 4.72 eV.

The bare pseudo integral is 5.8 % too large relative to the true one. For the compensation density used here, g_1 ∝ r³[1 − (r/r_c)²]², the correct dipole leaves an error of −0.09 eV. The one-centre correction to G¹ is 0.0100 hartree; one third of it, 0.0033 hartree, closes this gap.

**Q:** Can I at least ignore exchange with the core, since I treat only valence electrons?

**A:** If Fock exchange replaces the local exchange, that contribution has to be supplied. A filled 1s shell has one electron of the same spin as the valence electron. The angular factor is obtained as above, with L = l, giving

E_x(1s,nl) = −I_l[u_1s u_nl]/(2l+1).

With the true valence waves this is −2.52 eV for 2s and −1.20 eV for 2p. A valence-only sum over smooth pair densities contains no such term.

Nor can the pseudo valence wave be inserted beside the true 1s wave. The energies would be −0.227 instead of −0.093 hartree for 2s, and −0.016 instead of −0.044 hartree for 2p. The pseudo 2s wave also has an overlap of 0.288 with 1s, whereas the true 2s wave is orthogonal to it. S = 1 concerns overlaps among the valence pseudo orbitals and says nothing about this one.

**Q:** Would a smaller sphere make the pseudo products safe?

**A:** It shrinks the region where they can be wrong, but not every integral improves at each step. I repeated the construction at three radii:

r_c = 1.0 bohr: d̃ = 1.041 bohr, G̃¹ = 0.554 hartree, F̃⁰ = 0.832 hartree;
r_c = 1.3 bohr: d̃ = 1.053 bohr, G̃¹ = 0.550 hartree, F̃⁰ = 0.806 hartree;
r_c = 1.6 bohr: d̃ = 1.082 bohr, G̃¹ = 0.534 hartree, F̃⁰ = 0.767 hartree.

The true values are 1.029 bohr, 0.520 hartree and 0.845 hartree. The errors in the dipole and in F⁰ fall as the sphere shrinks. The error in G¹ rises over this range, from 0.013 to 0.034 hartree. These sizes and the trend in G¹ belong to this construction; with Troullier-Martins waves the error in G¹ stays between 0.031 and 0.034 hartree at the three radii. In either case a good dipole is no certificate for an exchange integral. The complete PAW sums give the true G¹ and F⁰ at all three radii, as the identity requires.

**Q:** Does that identity settle the screened part of GW and the Bethe-Salpeter kernel as well?

**A:** No. It relies on the bare Coulomb form r_<^L/r_>^(L+1), through which an inner density acts on the outside by its L-th moment alone. A general screened interaction W does not have this form. One can write W = v + (W − v), where v is the bare interaction, and use the identity for the v part. For W − v, and for the polarizability from which W is built, the pair densities must have accurate R_L(q) over the range of q that contributes. Compensation charges secure the q^L term of R_L(q). For L = 0 and two orthogonal s orbitals, this term is zero; the leading term is then −(q²/6)∫r²ρ dr, which a correct monopole does not secure. The shape error beyond the q^L term has to be corrected or shown to be small for the quantity wanted.

**Q:** So what may I safely infer from q_ij = 0?

**A:** You have an ordinary eigenvalue problem, orthonormal pseudo orbitals and no monopole compensation charge for the valence pair densities; the monopole of the nucleus and core is not affected by q_ij = 0. You may omit a one-centre term when its own contribution is negligible, for example when Q is small at every radius. That is a condition on the pair density and the interaction, and S = 1 does not test it.
